\section*{Onset of the density correction for protons in silicon}

\section{Problem}

A fast charge polarizes the solid it crosses, and the polarization weakens its field at a distance. The resulting loss of stopping power is the density correction $\delta$. It is defined by writing the stopping number as
\begin{equation}
L=\ln\frac{2mc^2\beta^2\gamma^2}{I}-\beta^2-\frac{\delta}{2},
\label{eq:def}
\end{equation}
where $m$ is the electron mass, $\beta=v/c$ and $\gamma=(1-\beta^2)^{-1/2}$. The mean excitation energy $I$ is that of the same solid, taken from its loss function:
\begin{equation}
\frac{2}{\pi\omega_p^2}\int_0^\infty\!\omega\,\mathrm{Im}\frac{-1}{\varepsilon}\,d\omega=1,\qquad
\ln\frac{I}{\hbar}=\frac{2}{\pi\omega_p^2}\int_0^\infty\!\omega\,\mathrm{Im}\frac{-1}{\varepsilon}\,\ln\omega\,d\omega .
\label{eq:I}
\end{equation}
Here $\omega_p$ is the plasma frequency of all electrons. With a free-atom value $I_a$ in (\ref{eq:def}) instead, $\delta$ would also contain the constant $2\ln(I/I_a)$, which comes from the change of excitation energy between atom and solid, and the question would change.

Take ideal undoped silicon: no free carriers, a local isotropic permittivity $\varepsilon(\omega)$, causal and absorbing, with finite static value $\varepsilon_s=11.7$. For magnitudes, use three damped resonances:

\begin{center}
\begin{tabular}{lccc}
shell & strength (eV$^2$) & resonance (eV) & damping (eV)\\
valence & 275.4 & 5.08 & 2\\
L & 550.9 & 260 & 50\\
K & 137.7 & 3500 & 500
\end{tabular}
\end{center}

The strengths add up to $(\hbar\omega_p)^2$ with $\hbar\omega_p=31.05$ eV, and the valence resonance is fixed by $\varepsilon_s$.

(a) At what proton energy does $\delta$ set in, and what is its value below? (b) Which property of $\varepsilon(\omega)$ decides this? (c) Is there Cherenkov emission below that energy? (d) How large is $\delta$ above it?

\section{First estimate by scaling}

In vacuum the field component of frequency $\omega$ reaches sideways to a distance of about $\gamma v/\omega$. Polarization currents of electrons with plasma frequency $\omega_v$ screen a transverse field over about $c/\omega_v$. The solid should matter when the reach equals the screening length. The valence electrons respond most easily, so take their resonance $\omega_1$:
\begin{equation}
\frac{\gamma v}{\omega_1}\sim\frac{c}{\omega_v}
\quad\Rightarrow\quad
\beta^2\gamma^2\sim\frac{\omega_1^2}{\omega_v^2}=\frac{5.08^2}{275.4}=0.094 .
\label{eq:scale}
\end{equation}
Since $\gamma^2=1+\beta^2\gamma^2$, this gives $\gamma\approx1.046$ and a kinetic energy $938\times0.046\approx43$ MeV. The numerical factor in the condition is unknown. A factor of two either way in the ratio of lengths moves the energy to about 11 or 160 MeV, so the estimate says ``tens of MeV''. It cannot tell whether $\delta$ is small or zero below.

\section{Exact solution}

\subsection{Field and loss}

For fields varying as $e^{i(\mathbf k\cdot\mathbf r-\omega t)}$ and a current $J$ along $z$, Maxwell's equations give
\begin{equation}
\mathbf k(\mathbf k\cdot\mathbf E)-k^2\mathbf E+\frac{\omega^2}{c^2}\varepsilon\mathbf E=-i\omega\mu_0J\hat{\mathbf z}.
\end{equation}
The scalar product with $\mathbf k$ cancels the first two terms and leaves $\mathbf k\cdot\mathbf E=-ik_zJ/(\epsilon_0\omega\varepsilon)$, where $\epsilon_0$ is the vacuum constant. A charge $ze$ at constant velocity excites $k_z=\omega/v$. The $z$ component then reads
\begin{equation}
\Bigl(\frac{\omega^2}{c^2}\varepsilon-k^2\Bigr)E_z
=-\frac{i\omega J}{\epsilon_0c^2}+\frac{i\omega J}{\epsilon_0v^2\varepsilon}
=\frac{i\omega J}{\epsilon_0v^2}\Bigl(\frac1\varepsilon-\beta^2\Bigr).
\end{equation}
With $k^2=k_\perp^2+\omega^2/v^2$ the bracket on the left is $-(k_\perp^2+\lambda^2)$, where $\lambda^2=(\omega^2/v^2)(1-\beta^2\varepsilon)$. Hence
\begin{equation}
E_z=-\frac{i\omega J}{\epsilon_0v^2}\,\frac{1/\varepsilon-\beta^2}{k_\perp^2+\lambda^2}.
\end{equation}

The loss per length is $-zeE_z$ at the charge. The Fourier integral has $J\to zev$ and $dk_z=d\omega/v$, so
\begin{equation}
-\frac{dE}{dx}=\frac{z^2e^2}{\epsilon_0v^2}\int\frac{d^2k_\perp\,d\omega}{(2\pi)^3}\,
\frac{i\omega(1/\varepsilon-\beta^2)}{k_\perp^2+\lambda^2}.
\end{equation}
Distant collisions are those with $k_\perp<k_c$, for which $\int_0^{k_c}k_\perp dk_\perp/(k_\perp^2+\lambda^2)=\frac12\ln(1+k_c^2/\lambda^2)$. Negative frequencies contribute the complex conjugate of positive ones. In units of $z^2e^2\omega_p^2/(4\pi\epsilon_0v^2)$ the distant part is
\begin{equation}
L_d=\frac{2}{\pi\omega_p^2}\,\mathrm{Re}\int_0^\infty i\omega\Bigl(\frac1\varepsilon-\beta^2\Bigr)\frac12\ln\Bigl(1+\frac{k_c^2}{\lambda^2}\Bigr)d\omega .
\end{equation}
For large $k_c$ the logarithmic factor becomes $\ln(k_cv/\omega)-\frac12\ln(1-\beta^2\varepsilon)$. The first term is real, so only $\mathrm{Re}(i\omega/\varepsilon)=\omega\,\mathrm{Im}(-1/\varepsilon)$ survives with it, and (\ref{eq:I}) gives
\begin{equation}
L_d=\ln\frac{\hbar k_cv}{I}-\frac{\mathcal J}{\pi\omega_p^2},\qquad
\mathcal J=\mathrm{Re}\int_0^\infty i\omega\Bigl(\frac1\varepsilon-\beta^2\Bigr)\ln(1-\beta^2\varepsilon)\,d\omega .
\label{eq:J}
\end{equation}

Close collisions hit practically free electrons, with energy transfers $T$ from $T_c=\hbar^2k_c^2/2m$ to $T_m=2mc^2\beta^2\gamma^2$ (proton recoil neglected). The standard free-electron spectrum gives, for $T_c\ll T_m$,
\begin{equation}
L_c=\frac12\int_{T_c}^{T_m}\frac{dT}{T}\Bigl(1-\beta^2\frac{T}{T_m}\Bigr)
=\ln\frac{2mv\gamma}{\hbar k_c}-\frac{\beta^2}{2}.
\end{equation}
In the sum $L_d+L_c$ the cutoff drops out. Comparison with (\ref{eq:def}) yields $\delta/2=\ln\gamma-\beta^2/2+\mathcal J/(\pi\omega_p^2)$, or
\begin{equation}
\delta=-\ln(1-\beta^2)-\beta^2+\frac{2\mathcal J}{\pi\omega_p^2}.
\label{eq:dJ}
\end{equation}

\subsection{Turning the contour}

Causality gives the dispersion relation
\begin{equation}
\varepsilon(\omega)=1+\frac2\pi\int_0^\infty\frac{\omega'\,\mathrm{Im}\,\varepsilon(\omega')}{\omega'^2-\omega^2}\,d\omega'.
\label{eq:kk}
\end{equation}
Inside the first quadrant $\mathrm{Im}\,\omega^2>0$, hence $\mathrm{Im}\,\varepsilon>0$. There $\varepsilon$ has no zero, and $1-\beta^2\varepsilon$ has a negative imaginary part, so its logarithm is analytic with a phase between $-\pi$ and 0. The path in (\ref{eq:J}) may therefore be turned onto the imaginary axis, provided the large arc from $R$ to $iR$ is subtracted.

On the arc $\varepsilon\approx1-\omega_p^2/\omega^2$, and the integrand of $\mathcal J$ is
\begin{equation}
i\omega(1-\beta^2)\ln(1-\beta^2)+\frac{i\omega_p^2}{\omega}\bigl[\ln(1-\beta^2)+\beta^2\bigr]
\end{equation}
plus terms whose arc integral vanishes as $R\to\infty$. The first term integrates to an imaginary number, since $\int\omega\,d\omega=-R^2$. The second has $\int d\omega/\omega=i\pi/2$ and gives $-\frac\pi2\omega_p^2[\ln(1-\beta^2)+\beta^2]$. Subtracting it puts $+\frac\pi2\omega_p^2[\ln(1-\beta^2)+\beta^2]$ into $\mathcal J$, which cancels the first two terms of (\ref{eq:dJ}).

The imaginary axis remains. With $\omega=il$ one has $i\omega\,d\omega=-il\,dl$. By (\ref{eq:kk}), $\varepsilon(il)$ is real and falls steadily from $\varepsilon_s$ to 1. As $\mathrm{Re}(-iX)=\mathrm{Im}\,X$,
\begin{equation}
\delta=\frac{2}{\pi\omega_p^2}\int_0^\infty l\Bigl(\frac1{\varepsilon(il)}-\beta^2\Bigr)\,\mathrm{Im}\ln\bigl(1-\beta^2\varepsilon(il)\bigr)\,dl .
\end{equation}
The phase is 0 where $\beta^2\varepsilon(il)<1$ and $-\pi$ where $\beta^2\varepsilon(il)>1$. If $\beta^2\varepsilon_s\le1$, the second case never occurs for $l>0$, and $\delta=0$. If $\beta^2\varepsilon_s>1$, it occurs up to the point $l_0$ at which $\beta^2\varepsilon(il_0)=1$:
\begin{equation}
\delta=\frac{2}{\omega_p^2}\int_0^{l_0}l\Bigl(\beta^2-\frac1{\varepsilon(il)}\Bigr)dl>0 .
\label{eq:delta}
\end{equation}

This answers (a) and (b). Within this dielectric description $\delta$ vanishes up to $\beta^2=1/\varepsilon_s$, the Cherenkov threshold at zero frequency, and the static permittivity alone decides. For silicon
\begin{equation}
\gamma=\sqrt{\frac{\varepsilon_s}{\varepsilon_s-1}}=\sqrt{\frac{11.7}{10.7}}=1.0457,\qquad
T_0=938.27\times0.04569\approx42.9\ \mathrm{MeV}.
\end{equation}
As a test, (\ref{eq:dJ}) was integrated over real frequencies at 5, 30 and 42 MeV, for the model above and for one with the valence strength split equally between two resonances at the same $\varepsilon_s$. The largest $|\delta|$ was $2\times10^{-14}$, which is rounding error.

\subsection{Cherenkov emission below the threshold}

At 40 MeV, $\gamma=1.0426$ and $1/\beta^2=12.5$, above $\varepsilon_s$. The permittivity rises towards the valence resonance, however, and in the model $\mathrm{Re}\,\varepsilon$ exceeds 12.5 between 1.46 and 4.62 eV. Near the lower end of this band the model's light travels about one and a half wavelengths in the medium before it is absorbed; near the upper end it decays within a fraction of one and is hardly a wave. Without damping, $\varepsilon$ exceeds 12.5 from about 1.3 eV up to the valence resonance, and the model's light is not absorbed. The edges depend on the line shape: with the valence strength split between undamped resonances at 3.91 and 9.05 eV the band starts at 1.1 eV. Real silicon absorbs above its gap of about 1.1 eV, weakly near the edge and strongly in the visible and ultraviolet. The answer to (c) is therefore that Cherenkov light can be emitted while $\delta=0$. There is no contradiction: $\delta$ measures the loss summed over all frequencies, and below $T_0$ this sum equals the Bethe value with the emission included.

\subsection{Above the threshold}

Let $\Delta=\beta^2-1/\varepsilon_s$ be small. In a crystal with a gap, $\varepsilon(il)\approx\varepsilon_s-al^2$, so $1/\varepsilon(il)\approx1/\varepsilon_s+al^2/\varepsilon_s^2$ and $l_0^2=\varepsilon_s^2\Delta/a$. Equation (\ref{eq:delta}) gives
\begin{equation}
\delta\approx\frac{2}{\omega_p^2}\Bigl(\frac{\Delta l_0^2}{2}-\frac{a\,l_0^4}{4\varepsilon_s^2}\Bigr)
=\frac{\varepsilon_s^2\Delta^2}{2a\,\omega_p^2}.
\end{equation}
The correction starts with zero slope, so the stopping power shows no step or kink at $T_0$. This quadratic law belongs to the undamped model. With damping $\varepsilon(il)\approx\varepsilon_s-bl$, and the same steps give $\delta\approx\varepsilon_s^4\Delta^3/(3b^2\omega_p^2)$, also with zero slope.

For (d), (\ref{eq:delta}) gives the values below. The last column is $\delta/2$ relative to the Bethe stopping number, for the damped model.

\begin{center}
\begin{tabular}{rccc}
$T$ (MeV) & $\delta$, damped & $\delta$, undamped & cut (\%)\\
60 & $7.8\times10^{-5}$ & $1.7\times10^{-4}$ & 0.0006\\
100 & 0.0011 & 0.0018 & 0.008\\
200 & 0.0088 & 0.011 & 0.06\\
1000 & 0.16 & 0.18 & 0.9
\end{tabular}
\end{center}

The damped resonances absorb inside the gap, which ideal silicon does not: at 1 eV the model's light travels only about two wavelengths. The undamped ones avoid this. Damping $\Gamma$ adds $\Gamma l$ to each denominator $\omega_j^2+l^2$ of $\varepsilon(il)$. This lowers $\varepsilon(il)$ for every $l>0$, and with it both $l_0$ and the integrand, so the damped $\delta$ is the smaller one.

The digits belong to the model, not to measured silicon. If the valence strength is split equally between undamped resonances at 3.91 and 9.05 eV, which leaves $\varepsilon_s$ unchanged, the four values become $1.2\times10^{-4}$, 0.0013, 0.0093 and 0.17. Near the onset only the order of magnitude is reliable.

For very fast protons $l_0$ exceeds all resonances; here that needs $\beta\gamma$ above about 110, or 100 GeV. The limit derived below is approached slowly: it falls short of the model's $\delta$ by about 1.7 at $\beta\gamma=6.4$, by about 0.15 at 100 and by less than 0.01 at 1000. Insert $1/\varepsilon(il)=1-\frac2\pi\int_0^\infty\omega\,\mathrm{Im}(-1/\varepsilon)\,d\omega/(\omega^2+l^2)$ into (\ref{eq:delta}) and integrate over $l$:
\begin{equation}
\delta=-\frac{(1-\beta^2)l_0^2}{\omega_p^2}+\frac{2}{\pi\omega_p^2}\int_0^\infty\omega\,\mathrm{Im}\frac{-1}{\varepsilon}\,\ln\Bigl(1+\frac{l_0^2}{\omega^2}\Bigr)d\omega .
\end{equation}
From $\varepsilon(il)\approx1+\omega_p^2/l^2$ follows $l_0=\beta\gamma\omega_p$, and with (\ref{eq:I})
\begin{equation}
\delta\to2\ln\frac{\beta\gamma\hbar\omega_p}{I}-\beta^2 .
\label{eq:high}
\end{equation}

\section{Comparison of the two}

The exact condition $\beta^2=1/\varepsilon_s$ is the same as $\beta^2\gamma^2=1/(\varepsilon_s-1)$. For a single resonance $\varepsilon_s-1=\omega_v^2/\omega_1^2$, which turns it into (\ref{eq:scale}) with a factor of one. The estimate lands on 43 MeV because one valence resonance supplies nearly all of $\varepsilon_s-1$ in this model: $275.4/5.08^2=10.7$, against $550.9/260^2=0.008$ from the L shell. The scaling argument did not predict that factor, nor that $\delta$ is zero below.

The choice of frequency was decisive. With $I=199$ eV of the model and all electrons, the same argument gives $\beta\gamma\sim199/31.05=6.4$, or about 5 GeV. That is the scale inside the logarithm of (\ref{eq:high}), not the onset.

\section{Real silicon}

The value 11.7 is a rough room-temperature figure; 11.6 and 11.8 give 43.3 and 42.5 MeV. The core resonances are round choices, and the model's $I$ of 199 eV is high: the accepted value is roughly 170 eV. Most of the excess comes from the damping, since the same resonances without it give 176 eV. At the threshold the model has $L=6.09$ and a stopping power of 2.5 eV/nm. The lower $I$ would add $\ln(199/170)=0.16$ to $L$, about 2.6\%, without moving $T_0$.

Real wafers break the assumption of no carriers. Free carriers make $\varepsilon(il)$ diverge as $l\to0$, so $l_0>0$ at every speed and the strict threshold is lost. For $10^{15}$ cm$^{-3}$ carriers of mass $0.26\,m$ and mobility 1400 cm$^2$/Vs, $\delta$ at 30 MeV is $10^{-12}$, which has no practical effect. This figure assumes an infinite medium; its field scale $v/l_0$ is about 150 $\mu$m, comparable to the thickness of a wafer. The widely used Sternheimer parametrization treats silicon as a conductor, so it has no threshold and gives roughly 0.01 at 100 MeV, well above the table.

Other neglected terms outweigh $\delta$ near the onset. At $T_0$ a rough K-shell estimate, the K share of the electrons times the squared ratio of K-electron to proton speed, is 0.017 in $L$, or 0.3\%. The Bloch and recoil corrections are each below 0.001, and the leading Mott term $\pi\alpha\beta/2$, with $\alpha$ the fine-structure constant, is about 0.003. The Barkas correction was not sized. Protons of a few MeV lie far below $T_0$, and there $\delta$ can be dropped. At keV energies the proton is slower than most of the electrons, and the Bethe formula, from which $\delta$ is measured, no longer applies. Further values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
static permittivity: 11.7
proton rest energy: 938.272 MeV
threshold beta: 0.29235
threshold gamma: 1.04569
threshold proton energy: 42.87 MeV
threshold for eps0=11.6: 43.26 MeV
threshold for eps0=11.8: 42.48 MeV
silicon cell edge: 0.5431 nm
electron density: 699.2 nm^-3
total plasma energy: 31.05 eV
valence: strength 275.4 eV^2, resonance 5.08 eV, damping 2 eV
L: strength 550.9 eV^2, resonance 260.00 eV, damping 50 eV
K: strength 137.7 eV^2, resonance 3500.00 eV, damping 500 eV
model mean excitation energy: 199.0 eV
largest |delta| below threshold, quadrature: 2.2e-14
largest formula mismatch above: 4.1e-12
step-doubling shift of delta at 100 MeV: 1.6e-14
T MeV | beta^2 | l0 eV | delta damped | delta undamped | stopping cut %
30 | 0.06101 | 0.000 | 0.000e+00 | 0.000e+00 | 0.00e+00
60 | 0.11660 | 2.410 | 7.847e-05 | 1.696e-04 | 6.13e-04
100 | 0.18335 | 5.099 | 1.144e-03 | 1.767e-03 | 8.33e-03
200 | 0.32054 | 9.280 | 8.805e-03 | 1.149e-02 | 5.89e-02
1000 | 0.76567 | 28.984 | 1.605e-01 | 1.792e-01 | 8.95e-01
Bethe stopping number at threshold: 6.088
model stopping power at threshold: 2.540 eV/nm
distant-close joining mismatch at 100 MeV: 0.0064
undamped onset, exact/quadratic law: 1.0001
Cherenkov-condition band at 40 MeV: 1.46 to 4.62 eV
carrier density in doping check: 1e+15 cm^-3
carrier mass: 0.26 m_e; mobility: 1400 cm2/Vs
delta from these carriers at 30 MeV: 1.1e-12
delta, strong-carrier test at 30 MeV: 4.24e-05
rough K-shell correction to stopping number: 0.017
Bloch correction size: 7.5e-04
recoil correction size: 5.7e-04
\end{verbatim}
